# Shockley-Read-Hall recombination at a single trap level from detailed balance, part 1

(Sections cited here and not found follow in the second part.)

## First half: capture, emission and the condition for no net recombination

Q: A defect puts one level inside the gap of a semiconductor, and I am told that electrons and holes recombine there. What exactly is being counted?

A: Transfers of single electrons between the defect and the two bands. Let there be $N_t$ identical defects per unit volume, each with two charge states: empty, and filled with one extra electron. Let $f$ be the fraction that is filled. An electron can enter from the conduction band or return to it. An electron can also drop from the trap into an empty valence state, which is hole capture, or rise from the valence band into the trap, which is hole emission. With $n$ electrons and $p$ holes per unit volume, the four rates per unit volume are

$$
\begin{aligned}
\text{electron capture: } & c_n n N_t(1-f), &\quad \text{electron emission: } & e_n N_t f,\\
\text{hole capture: } & c_p p N_t f, &\quad \text{hole emission: } & e_p N_t(1-f).
\end{aligned}
$$

Electron capture needs an empty trap and hole capture needs a filled one. Emission reverses these requirements. One electron capture followed by one hole capture removes an electron-hole pair and returns the trap to its first state.

Q: Why should capture be proportional to the carrier density? You have put a constant $c_n$ where there might be a complicated function.

A: The proportionality rests on two assumptions. Each capture involves one carrier, with the energy taken up by the lattice and not by another free carrier. The carriers are also spread over the energies of their band as a dilute thermal gas at the lattice temperature $T$. Changing $n$ then multiplies the occupation of every conduction state by the same factor, so the capture rate scales with $n$. The coefficient $c_n$ is a thermal average and may depend on temperature. I shall start without the dilute limit, so that we can see where it enters.

I also assume that the defect relaxes quickly within each charge state, that electrons do not hop between defects, that no external light drives the transitions, and that the electric field is too weak to alter them.

Q: You now have four coefficients. Are $e_n$ and $e_p$ two more numbers to be measured?

A: No. Each emission process is the reverse of a capture process, and the thermal lattice fixes their ratio. Take one conduction state of energy $E$. Let $\varepsilon_i$ be the energies of the empty defect together with its lattice vibrations, and $\varepsilon'_j$ those of the filled defect. Spin states are included in both lists. I use atomic units in the algebra, so $\hbar=1$ and the electron's mass and charge magnitude are 1. Fermi's golden rule, which is leading order in the coupling $M_{ji}$, gives for capture from this occupied band state

$$
C(E)=\sum_{ij}\frac{e^{-\varepsilon_i/kT}}{Z_0}\,2\pi|M_{ji}|^2\,
\delta(E+\varepsilon_i-\varepsilon'_j),
\qquad Z_0=\sum_i e^{-\varepsilon_i/kT}.
$$

The initial states carry thermal weights and the final states are summed. For emission from a filled defect into the same band state, when that state is vacant,

$$
B(E)=\sum_{ij}\frac{e^{-\varepsilon'_j/kT}}{Z_1}\,2\pi|M_{ij}|^2\,
\delta(\varepsilon'_j-E-\varepsilon_i),
\qquad Z_1=\sum_j e^{-\varepsilon'_j/kT}.
$$

The coupling is Hermitian, so $|M_{ij}|^2=|M_{ji}|^2$. The delta function is even and sets $\varepsilon'_j=E+\varepsilon_i$. Hence $e^{-\varepsilon'_j/kT}=e^{-E/kT}e^{-\varepsilon_i/kT}$ in every contributing term, and

$$
\frac{B(E)}{C(E)}=\frac{Z_0}{Z_1}\,e^{-E/kT}.
$$

Q: Where is the trap level $E_t$ in that ratio?

A: It is in the two partition functions. Write $Z_0=g_0e^{-A_0/kT}$ and $Z_1=g_1e^{-A_1/kT}$, where $g_0$ and $g_1$ count the electronic states of the empty and filled defect. The free energies $A_0$ and $A_1$ contain the rest, including the vibrations. Define $E_t=A_1-A_0$. Then

$$
\frac{B(E)}{C(E)}=\frac{g_0}{g_1}\,e^{(E_t-E)/kT}.
$$

The level is therefore a free-energy difference between relaxed charge states. It is not, in general, the energy of a vertical optical transition at fixed atomic positions.

Q: Can you show me one case in which the lattice does this?

A: Let the defect couple to one vibration of quantum 0.05 eV whose rest position depends on the charge state but whose frequency does not. Put the band state 0.55 eV above the trap level, which is 11 quanta. Capture takes the vibration from $m$ quanta to $m+11$, and emission takes it back. The squared overlap is the same both ways. The starting state for emission has the smaller thermal weight, by the factor $e^{-11\times0.05/0.02585}$, where 0.02585 eV is $kT$ at 300 K. With equal electronic weights the ratio of emission to capture is thus $5.76\times10^{-10}$ for every $m$, and so for the sum. The displacement changes both speeds but leaves their ratio alone.

Q: That concerns one band state. In a device the band is driven away from equilibrium. Why may I still use an emission coefficient found with thermal weights?

A: Because the thermal weights belong to the lattice and the defect, which I assume stay at temperature $T$ within each charge state. The band occupation has not yet been used. Let $D_c(E)$ be the conduction-band density of states per unit volume, $\phi(E)$ its occupation, and $\kappa_n(E)$ the capture coefficient at energy $E$, which is $C(E)$ times the crystal volume. The net electron capture rate is

$$
U_n=N_t\int D_c\kappa_n\left[(1-f)\phi-f\,\frac{g_0}{g_1}
e^{(E_t-E)/kT}(1-\phi)\right]dE.
$$

The factor $1-\phi$ appears because emission needs a vacant band state. Suppose that collisions within the band are fast enough to give it a Fermi distribution with its own quasi-Fermi level $F_n$:

$$
\phi=\frac{1}{e^{(E-F_n)/kT}+1},\qquad
1-\phi=\phi\,e^{(E-F_n)/kT}.
$$

Substituting the second relation cancels $E$ from the exponent of the emission term. What remains outside the common integral no longer depends on the band state:

$$
U_n=N_tK_n\left[(1-f)-f\,\frac{g_0}{g_1}e^{(E_t-F_n)/kT}\right],
\qquad K_n=\int D_c\kappa_n\phi\,dE.
$$

Q: Do the holes follow by changing letters? Signs are easily lost there.

A: Let us follow the electron. Hole capture moves an electron from the trap into a vacant valence state, so it corresponds to $B(E)$. Hole emission moves one from an occupied valence state into the trap, so it corresponds to $C(E)$. The ratio of hole emission to hole capture is the inverse of the previous one, $(g_1/g_0)e^{(E-E_t)/kT}$.

Let $h(E)$ be the probability that a valence state is vacant, and $F_p$ the quasi-Fermi level of the valence band. Then

$$
h=\frac{1}{e^{(F_p-E)/kT}+1},\qquad 1-h=h\,e^{(F_p-E)/kT}.
$$

With $D_v$ the valence density of states and $\kappa_p$ the hole-capture coefficient at energy $E$, the same cancellation gives

$$
U_p=N_tK_p\left[f-(1-f)\frac{g_1}{g_0}e^{(F_p-E_t)/kT}\right],
\qquad K_p=\int D_v\kappa_p h\,dE.
$$

Positive $U_n$ removes electrons from the conduction band. Positive $U_p$ removes holes from the valence band.

Q: I still do not see the constants $e_n$ and $e_p$.

A: They appear in the dilute limit, with $F_n$ several $kT$ below the conduction edge $E_c$ and $F_p$ several $kT$ above the valence edge $E_v$. Then $\phi\simeq e^{-(E-F_n)/kT}$. For a parabolic band with density-of-states mass $m_c$,

$$
D_c(E)=\frac{(2m_c)^{3/2}}{2\pi^2}\sqrt{E-E_c}.
$$

The integral $\int_0^\infty\sqrt{z}\,e^{-z/kT}dz=\tfrac12\sqrt{\pi}(kT)^{3/2}$ gives

$$
n=N_ce^{(F_n-E_c)/kT},\qquad
N_c=2\left(\frac{m_ckT}{2\pi}\right)^{3/2}.
$$

In the same limit $K_n=c_nn$, where

$$
c_n=\frac{\int D_c\kappa_ne^{-(E-E_c)/kT}dE}
{\int D_ce^{-(E-E_c)/kT}dE}.
$$

This is the thermal average promised earlier. The emission term in $U_n$ has the coefficient

$$
e_n=c_nn\,\frac{g_0}{g_1}e^{(E_t-F_n)/kT}
=c_n\frac{g_0}{g_1}N_ce^{(E_t-E_c)/kT}\equiv c_nn_1.
$$

The exponentials containing $F_n$ have cancelled, so $e_n$ does not depend on the carrier density. For holes, $p=N_ve^{(E_v-F_p)/kT}$ and $K_p=c_pp$, with $N_v$ given by the valence-band mass. Therefore

$$
e_p=c_pp\,\frac{g_1}{g_0}e^{(F_p-E_t)/kT}
=c_p\frac{g_1}{g_0}N_ve^{(E_v-E_t)/kT}\equiv c_pp_1.
$$

Q: Are $n_1$ and $p_1$ densities of something present in the crystal?

A: They are reference densities. If $n=n_1$, an electron is captured by an empty trap as fast as one is emitted by a filled trap. When $g_0=g_1$, $n_1$ is the electron density that would exist with the Fermi level at $E_t$. Unequal weights shift that reference level by $kT\ln(g_0/g_1)$. Raising the trap towards the conduction band increases $n_1$ and decreases $p_1$, but their product is fixed:

$$
n_1p_1=N_cN_ve^{-(E_c-E_v)/kT}=n_i^2.
$$

The spin weights and the trap level cancel. The last equality is the usual definition of the intrinsic density $n_i$, since equilibrium has $F_n=F_p$ and the product of the two dilute densities is then the middle expression.

Q: In equilibrium, would it not be enough that the trap gains as many electrons as it loses? That is one condition, while you have fixed two emission coefficients.

A: One condition would keep $f$ constant, but it would allow a circulation. Electrons could pass steadily from the conduction band through the trap to the valence band, while some other process lifted them back. In equilibrium each process balances its own reverse. The ratio $B/C$ already contains this: with a common Fermi level $E_F$, the trap occupation

$$
\frac{f}{1-f}=\frac{g_1}{g_0}e^{(E_F-E_t)/kT}
$$

makes the brackets in $U_n$ and $U_p$ vanish separately.

Q: Then when does recombination vanish in a driven sample? I was told the answer is $np=n_i^2$.

A: First use the form that holds for dense carriers too. A steady trap occupation requires $U_n=U_p=U$. If $U=0$, both brackets vanish, so

$$
\frac{1-f}{f}=\frac{g_0}{g_1}e^{(E_t-F_n)/kT}
\quad\text{and}\quad
\frac{1-f}{f}=\frac{g_0}{g_1}e^{(E_t-F_p)/kT}.
$$

Both can hold only if $F_n=F_p$. Conversely, if the quasi-Fermi levels are equal, the occupation that solves one equation solves the other, and $U=0$. This uses $K_n$, $K_p$ and $N_t$ all being nonzero; a trap that cannot exchange carriers with one band has no steady recombination at any density.

In the dilute limit the densities obey

$$
np=n_i^2e^{(F_n-F_p)/kT}.
$$

Equal quasi-Fermi levels and $np=n_i^2$ are then the same condition.

Q: How badly can the density condition fail when the carriers are not dilute?

A: Take the silicon-like bands used below, at 300 K, with both quasi-Fermi levels $2kT$ above the conduction edge. Integrating the Fermi distribution over the parabolic band numerically gives $n=7.95\times10^{19}$ cm$^{-3}$ and $np/n_i^2=0.38$. There is no net recombination, because the quasi-Fermi levels agree. A formula containing $np-n_i^2$ would report generation. This example keeps the gap fixed. In real silicon doped this heavily the gap narrows, by roughly 0.1 eV, which raises $np$ and can turn the false generation into false recombination. Either way, the condition must be stated through the quasi-Fermi levels.

## Second half: the steady rate and a trap in silicon

Q: Before you solve anything, which results are you carrying over?

A: There are $N_t$ traps per unit volume, a fraction $f$ of them filled. The carrier densities are $n$ and $p$, and the capture coefficients are $c_n$ and $c_p$. For dilute carriers the emission coefficients are $e_n=c_nn_1$ and $e_p=c_pp_1$, with

$$
n_1=\frac{g_0}{g_1}N_ce^{(E_t-E_c)/kT},\quad
p_1=\frac{g_1}{g_0}N_ve^{(E_v-E_t)/kT},\quad n_1p_1=n_i^2.
$$

Here $g_0$ and $g_1$ are the electronic weights of the empty and filled trap. $E_t$, $E_c$ and $E_v$ are the trap level and the two band edges, and $N_c$ and $N_v$ are the effective densities of states. The net capture rates are

$$
U_n=N_tc_n[n(1-f)-n_1f],\qquad
U_p=N_tc_p[pf-p_1(1-f)].
$$

Q: What decides $f$? In a driven sample there is no single Fermi level to give it.

A: The traffic decides it. Electron capture fills traps and hole capture empties them, so $N_t\,df/dt=U_n-U_p$. Dividing by $N_t$ and collecting the terms with and without $f$,

$$
\frac{df}{dt}=c_nn+c_pp_1-\lambda f,\qquad
\lambda=c_n(n+n_1)+c_p(p+p_1).
$$

If $n$ and $p$ are held fixed, the difference between $f$ and its steady value decays as $e^{-\lambda t}$. Setting the derivative to zero gives

$$
f=\frac{c_nn+c_pp_1}{\lambda},\qquad
1-f=\frac{c_nn_1+c_pp}{\lambda}.
$$

The second expression is $\lambda$ minus the first numerator, divided by $\lambda$. Processes that deliver an electron to the trap stand in the numerator of $f$; those that remove one stand in that of $1-f$.

We have tied each emission coefficient to its capture coefficient, shown that net recombination vanishes when the quasi-Fermi levels are equal, and found the steady trap occupation for dilute carriers. It remains to put that occupation into the rate and apply the result to a trap in silicon.
